# Effective thickness of a metal film with sinusoidally varying thickness

## The question

A metal film lies on a flat insulating substrate. It fills the region $0<y<t(x)$, with

$$t(x)=d+h\sin(qx),\qquad 0\le h<d,$$

and has constant width $w$ in the third direction. A current $I$ flows along $x$, and none leaves through the surfaces. The length $L$ is a whole number of periods $\Lambda=2\pi/q$ unless stated otherwise. Angle brackets denote an average over one period. The variation is slow: $q(d+h)\ll1$.

In parts (a) to (c) the resistivity $\rho_0$ is the same everywhere. The effective thickness $t_{\rm eff}$ is that of a flat film with the same $\rho_0$, $L$, $w$ and resistance:

$$R=\frac{\rho_0L}{w\,t_{\rm eff}} .$$

## Part (a)

**Express $t_{\rm eff}$ as an average over the profile, and justify the approximation used.**

No current crosses the top or bottom surface, so the current there runs along the surface. Its direction is therefore tilted from $x$ by at most about the slope, $|t'|\le qh\ll1$, and the field components obey $|E_y|\lesssim qh\,|E_x|$.

The static field has no curl, so $\partial E_x/\partial y=\partial E_y/\partial x$. Since $E_y$ changes over a distance of order $1/q$, the right side is of order $q\,(qh)E_x$. Across the thickness $t$, the relative change of $E_x$ is thus of order $q^2ht$, which is small. The current density is nearly uniform over each cross-section.

A slice of length $dx$ then has cross-sectional area $w\,t(x)$ and resistance $dR=\rho_0\,dx/(w\,t)$. The same current passes through all slices, so their resistances add:

$$R=\frac{\rho_0}{w}\int_0^L\frac{dx}{t(x)}=\frac{\rho_0L}{w}\left\langle\frac1t\right\rangle .$$

Comparison with the definition gives

$$\frac1{t_{\rm eff}}=\left\langle\frac1t\right\rangle .$$

## Part (b)

**Show that $t_{\rm eff}=\sqrt{d^2-h^2}$. Discuss small $h$ and $h\to d$. What changes if the thickness varies across the current instead, or if $L$ is not a whole number of periods?**

With $\theta=qx$,

$$\left\langle\frac1t\right\rangle=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{d\theta}{d+h\sin\theta}.$$

Put $u=\tan(\theta/2)$. Then $\sin\theta=2u/(1+u^2)$ and $d\theta=2\,du/(1+u^2)$, and $u$ runs from $-\infty$ to $\infty$. The factors $1+u^2$ cancel:

$$\int_{-\pi}^{\pi}\frac{d\theta}{d+h\sin\theta}=\int_{-\infty}^{\infty}\frac{2\,du}{d(1+u^2)+2hu}.$$

Write $s=\sqrt{d^2-h^2}$ and complete the square:

$$du^2+2hu+d=d\left[\left(u+\frac hd\right)^2+\frac{s^2}{d^2}\right],$$

where $du^2$ on the left means $d$ times $u^2$. Shifting $u$ by $h/d$ does not alter the infinite limits. Since $\int_{-\infty}^{\infty}dv/(v^2+b^2)=\pi/b$ for $b>0$, here with $b=s/d$, the integral is

$$\frac2d\cdot\frac{\pi d}{s}=\frac{2\pi}{s}.$$

Hence $\langle1/t\rangle=1/s$, and

$$t_{\rm eff}=s=\sqrt{d^2-h^2}.$$

**Meaning.** The profile spends equal lengths at thicknesses $d+\delta$ and $d-\delta$. The sum of the two inverse thicknesses is

$$\frac1{d+\delta}+\frac1{d-\delta}=\frac{2d}{d^2-\delta^2}>\frac2d .$$

Thin places add more resistance than thick places remove. Also, $d^2-h^2=(d-h)(d+h)$, so $s$ is the geometric mean of the smallest and largest thickness.

**Small $h$.** Expanding the root gives $s\simeq d-h^2/(2d)$. There is no term linear in $h$, because changing the sign of $h$ merely shifts the profile by half a period.

**Near pinch-off.** Let $a=d-h$ be small. Then $s=\sqrt{a(2d-a)}\simeq\sqrt{2da}$, and $R$ grows as $a^{-1/2}$. It grows more slowly than $1/a$ because the neck also becomes shorter: near the minimum, at distance $x$ from it, $t\simeq a+dq^2x^2/2$, so the neck length is of order $\sqrt{2a/d}/q$. Constant resistivity becomes doubtful in this limit, as part (d) shows.

**Variation across the current.** If the thickness depends on the width coordinate $z$, strips of width $dz$ lie in parallel. Their conductances $t(z)\,dz/(\rho_0L)$ add to $wd/(\rho_0L)$ over whole periods. The effective thickness is then the mean $d$.

**Incomplete periods.** Let $L=(N+f)\Lambda$ with $N\ge1$ and $0<f<1$. The $N$ whole periods contribute $N\Lambda/s$ to $\int dx/t$. The leftover piece contributes a positive amount smaller than $\Lambda/s$, while the formula assigns it $f\Lambda/s$, which lies in the same range. The error is therefore less than $\Lambda/s$ in size. Relative to the total $(N+f)\Lambda/s$ given by the formula, it is below $1/(N+f)<1/N$.

## Part (c)

**Find the leading correction to $1/t_{\rm eff}$ due to the finite period.**

The potential $\phi$ obeys Laplace's equation, and $\partial\phi/\partial y=0$ on the flat bottom. Let $V(x)=\phi(x,0)$. Expanding in $y$ gives

$$\phi=V-\frac{y^2}{2}V''+O(y^4),$$

since the second $y$-derivative must cancel $V''$. Let $F=-V'$ be the field at the bottom. The total current is

$$I=-\frac w{\rho_0}\int_0^t\frac{\partial\phi}{\partial x}\,dy
=\frac w{\rho_0}\left(tF-\frac{t^3}{6}F''+\cdots\right),$$

and it is the same at every $x$. With $J=\rho_0I/w$, the lowest approximation is $F=J/t$. Inserting this in the small term requires

$$\left(\frac1t\right)''=\frac{2t'^2}{t^3}-\frac{t''}{t^2}.$$

Solving for $F$ then gives

$$F=\frac Jt+\frac{t^2}{6}F''
=J\left(\frac1t+\frac{t'^2}{3t}-\frac{t''}{6}\right)+\cdots .$$

The voltage drop per unit length is $\langle F\rangle=J/t_{\rm eff}$. The average of $t''$ vanishes because $t'$ is periodic, so

$$\frac1{t_{\rm eff}}=\left\langle\frac1t\right\rangle+\frac13\left\langle\frac{t'^2}{t}\right\rangle+\cdots .$$

To find the second average, use $h\sin\theta=t-d$:

$$t'^2=q^2h^2\cos^2\theta=q^2\left[h^2-(t-d)^2\right]=q^2(-s^2+2dt-t^2).$$

Dividing by $t$ and averaging, with $\langle1/t\rangle=1/s$ and $\langle t\rangle=d$, gives

$$\left\langle\frac{t'^2}{t}\right\rangle=q^2(-s+2d-d)=q^2(d-s).$$

Therefore

$$\frac1{t_{\rm eff}}=\frac1s+\frac{q^2(d-s)}3+O(q^4).$$

The leading correction raises the resistance, because the current must bend to follow the top surface. It vanishes as $q\to0$ at fixed $d$ and $h$, which confirms part (b) as the slowly varying limit.

## Part (d)

**Now let electrons scatter diffusely at both surfaces. For a spherical Fermi surface and mean free path $\lambda$, find the leading rise of resistivity in a thick flat film. Apply it locally to find $R$ for the wavy film.**

Consider electrons leaving the bottom surface at an angle to the normal whose cosine is $\mu>0$. Diffuse scattering leaves them with no average drift. If $g$ is their drift response and $g_0$ its bulk value, then along a path of length $\ell$

$$\frac{dg}{d\ell}=\frac{g_0-g}{\lambda},\qquad g(0)=0,
\qquad g=g_0\left(1-e^{-\ell/\lambda}\right).$$

At height $y$ the path length is $\ell=y/\mu$. The contribution to conduction along $x$ is weighted by the squared $x$-component of velocity. Averaged over the angle around the normal, this is proportional to $1-\mu^2$, whose integral from 0 to 1 is $2/3$. Electrons moving downward contribute equally by symmetry. The conductivity ratio is thus

$$\frac{\rho_0}{\rho}=\frac32\int_0^1d\mu\,(1-\mu^2)\,\frac1t\int_0^t dy\left(1-e^{-y/(\mu\lambda)}\right).$$

Doing the $y$-integral gives the Fuchs–Sondheimer result for diffuse surfaces:

$$\frac{\rho_0}{\rho}=1-\frac{3\lambda}{2t}\int_0^1d\mu\,(\mu-\mu^3)\left(1-e^{-t/(\mu\lambda)}\right).$$

For $t\gg\lambda$ the exponential is negligible, and $\int_0^1(\mu-\mu^3)d\mu=1/4$. Inverting to first order in $\lambda/t$,

$$\rho(t)\simeq\rho_0\left(1+\frac ct\right),\qquad c=\frac{3\lambda}{8}.$$

Local use of this law requires the thickness to change little within one mean free path: $\lambda|t'|/t\ll1$. The largest value of $|t'|/t$ occurs where the derivative of $\cos\theta/(d+h\sin\theta)$ vanishes. This requires $d\sin\theta+h=0$, so $\sin\theta=-h/d$, $|\cos\theta|=s/d$ and $t=s^2/d$. The condition becomes $\lambda qh/s\ll1$.

The slices now give

$$R=\frac{\rho_0L}{w}\left(\left\langle\frac1t\right\rangle+c\left\langle\frac1{t^2}\right\rangle\right).$$

Differentiating $\langle1/t\rangle=(d^2-h^2)^{-1/2}$ with respect to $d$ at fixed $h$ gives $-\langle1/t^2\rangle=-d/s^3$. Hence

$$R=\frac{\rho_0L}{w}\left(\frac1s+\frac{cd}{s^3}\right).$$

## Part (e)

**A flat film of thickness $T$ obeys the same law $\rho(t)=\rho_0(1+c/t)$ and has the same $L$, $w$ and $R$. Find $T$ and compare it with $s$.**

The two resistances agree if

$$\frac1T+\frac c{T^2}=K,\qquad K=\frac1s+\frac{cd}{s^3}.$$

This is a quadratic equation for $1/T$. Its positive root is

$$\frac1T=\frac{-1+\sqrt{1+4cK}}{2c}.$$

To bound $T$ for $c>0$ and $h>0$, define $G(v)=v+cv^2$, which increases for $v>0$, so that $G(1/T)=K$.

- At $v=1/s$, $G=1/s+c/s^2$. This is less than $K$ because $d>s$. Hence $1/T>1/s$.
- At $v=\sqrt{d/s^3}$, $G=\sqrt{d/s^3}+cd/s^3$. This exceeds $K$ because $\sqrt{d/s^3}=(1/s)\sqrt{d/s}>1/s$. Hence $1/T<\sqrt{d/s^3}$.

Together,

$$s\sqrt{\frac sd}<T<s .$$

As $c\to0$, $T\to s$. Slow variation alone does not make $s$ the equivalent thickness: how the resistivity depends on thickness matters too. A constant resistivity gives $T=s$. So does a law $\rho_0(1+t/\ell)$, which only adds the constant $\rho_0/\ell$ to $\rho/t$. The law $\rho_0(1+c/t)$ with $c>0$ gives $T<s$. Surface scattering penalises thin places a second time. The lower limit is approached for $c\to\infty$, which is a mathematical limit of the law, since its derivation needs $c\ll t$.

## Part (f)

**Evaluate the results for a tungsten line with $d=25$ nm, $h=15$ nm, $\Lambda=500$ nm, $w=1000$ nm and ten periods. Take $\rho_0=5.3$ µΩ cm and $\lambda=15$ nm, rough room-temperature values for bcc tungsten. Assess the neglected effects.**

**Constant resistivity.** The thickness runs from 10 to 40 nm, and

$$s=\sqrt{25^2-15^2}\ \text{nm}=20\ \text{nm}.$$

The small-amplitude estimate gives 20.5 nm. With $\rho_0=53$ Ω nm and $L=5000$ nm,

$$R=\frac{53\times5000}{1000\times20}\ \Omega=13.25\ \Omega .$$

Using the mean thickness would give 10.60 Ω, which is 20% below this value.

**Finite period.** Here $q=0.01257$ nm$^{-1}$ and $q(d+h)=0.50$, so the variation is only moderately slow. Part (c) gives

$$\frac1{t_{\rm eff}}=\left(\frac1{20}+\frac{0.01257^2\times5}{3}\right)\text{nm}^{-1},
\qquad t_{\rm eff}=19.895\ \text{nm}.$$

A numerical solution of the two-dimensional problem gives 19.897 nm. It expands the stream function in harmonic functions that vanish at the bottom and fits them by least squares to a constant value on the top. With $d$ and $h$ fixed, periods of 1000 and 2000 nm give 19.974 and 19.993 nm. The shortfall from 20 nm falls about fourfold at each doubling, as $q^2$ requires.

**Surface scattering.** Now $c=3\times15/8=5.625$ nm, and

$$K=\left(\frac1{20}+\frac{5.625\times25}{20^3}\right)\text{nm}^{-1}=0.06758\ \text{nm}^{-1}.$$

The resistance is $265\times0.06758=17.9$ Ω, where $265$ Ω nm is $\rho_0L/w$. The quadratic gives $T=19.1$ nm, between the limits 17.9 and 20 nm.

The thick-film law is strained at the thinnest point. At 10 nm it gives $\rho/\rho_0=1.56$, whereas numerical integration of the full formula in part (d) gives 1.69. Averaging the full formula over the profile gives $R=18.9$ Ω. A numerical root search for the flat film with the same resistance under the full law gives $T=19.0$ nm.

Surface scattering thus raises the resistance by 43% relative to 13.25 Ω, but shifts the equivalent thickness by only 5% relative to $s$. The flat comparison film also suffers surface scattering, so most of the rise is common to both.

**Comparison with real lines.** Tungsten is used in interconnects, and the cubic symmetry of its bcc phase makes its bulk resistivity isotropic. The amplitude, 60% of the mean thickness, was chosen to make the effect visible and is far larger than a manufacturer would want. The width is also large for a fine interconnect. Measured against the value for bulk resistivity, diffuse sidewalls would add about $c/w=0.56\%$ to the resistivity here, and proportionately more in narrower lines while $c\ll w$.

Polycrystalline films can also break the assumption that surfaces are the sole source of thickness dependence. In the Mayadas–Shatzkes model, grain boundaries of reflection coefficient $r$ and spacing $D$ add, to leading order, $3\lambda r/[2D(1-r)]$ to $\rho/\rho_0$. If $D$ equals the local thickness and $r=0.4$, a rough value, this adds 15 nm to $c$. The equation for $T$ then gives 18.5 nm instead of 19.1 nm, while $R$ rises from 17.9 Ω to about 30 Ω. This indicates size only, since $15\ \text{nm}/t$ is not small. If the grain size does not follow the thickness and surface scattering is negligible, the grains multiply $\rho$ by a constant and leave the $s$ of part (b) unchanged. When surfaces scatter too, grain boundaries also shorten the free paths that reach them, so the effect of the grains is no longer a constant factor.

Other limits of the example are these:

- The largest $\lambda|t'|/t$ is 0.14, so the local treatment is fair but not precise. This ratio measures the change of thickness within a mean free path, not the error in $R$.
- If the line ended part-way through a period after ten whole ones, the resistance at constant resistivity could differ from the formula of part (b) by up to about 2%, found by accumulating $s/t-1$ along the profile for all start and end points. Under the full surface law the corresponding figure is about 2.6%. The bound in part (b) is 10%.
- The Fermi surface of tungsten is not spherical, so surface scattering can depend on the film's crystal orientation and the current direction, even though the bulk resistivity is isotropic. The spherical model leaves this out. Within that model, a 20% longer $\lambda$ changes $T$ under the full law from 19.03 to 18.96 nm, which shows only the sensitivity to $\lambda$. At fixed $\rho_0$ the same change raises $R$ from 18.9 to 20.1 Ω, so $R$ is far more sensitive to $\lambda$ than $T$ is.
- At 400 K, with $\lambda\propto1/T_{\rm abs}$ ($T_{\rm abs}$ being the absolute temperature) and 15 nm assigned to 300 K, $T$ under the full law becomes 19.15 nm. The resistivity of tungsten rises somewhat faster than linearly over this range. A resistivity ratio of 1.37 to 1.44 in place of 1.33 raises $T$ by a further 0.01 to 0.03 nm.

For these parameters, $s=20$ nm is a good first estimate of the equivalent flat thickness. It does not by itself give the resistance, which also depends on how the resistivity varies with thickness. A flat 20 nm film with its own full-law resistivity, $1.342\rho_0$, has 17.8 Ω, about 6% less than the 18.9 Ω found by averaging over the profile.

Numbers in the example were calculated in double precision.
